\section*{The embedding potential and the conditions on the frozen density, part 2}

The energy of $N$ electrons in the field of fixed nuclei is a functional of the total density $\rho=\rho_A+\rho_B$. The density $\rho_B\ge0$ of $N_B$ electrons is frozen; $\rho_A$, with $N_A=N-N_B$, is sought from an equation for subsystem $A$ with an embedding potential $v_{\rm emb}$. Hartree atomic units are used. The functional is
\begin{equation}
E[\rho]=T_s[\rho]+\int(v_A+v_B)\rho+J[\rho]+E_{xc}[\rho],\qquad
J[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|},
\label{eq:E}
\end{equation}
with $v_A$, $v_B$ the nuclear potentials of $A$ and $B$, and
\begin{equation}
T_s[\rho]=\min_{\{\phi_i\}\to\rho}T[\{\phi_i\}],\qquad T[\{\phi_i\}]=\sum_i\tfrac12\int|\nabla\phi_i|^2,
\label{eq:Levy}
\end{equation}
over orthonormal spin orbitals of density $\rho$. Write $\hat T=-\frac12\nabla^2$, $v_H=\delta J/\delta\rho$ and $X^{\rm nad}[\rho_A,\rho_B]=X[\rho_A+\rho_B]-X[\rho_A]-X[\rho_B]$. With $E_A[\rho_A]=T_s[\rho_A]+\int v_A\rho_A+J[\rho_A]+E_{xc}[\rho_A]$, and likewise $E_B$,
\begin{align}
E[\rho_A+\rho_B]={}&E_A[\rho_A]+E_B[\rho_B]+\int v_A\rho_B+\int\big(v_B+v_H[\rho_B]\big)\rho_A\nonumber\\
&+E_{xc}^{\rm nad}[\rho_A,\rho_B]+T_s^{\rm nad}[\rho_A,\rho_B].
\label{eq:split}
\end{align}
For the kinetic and exchange-correlation terms the environment supplies
\begin{equation}
v_X^{\rm nad}(\mathbf r)=\frac{\delta X}{\delta\rho(\mathbf r)}\bigg|_{\rho_A+\rho_B}-\frac{\delta X}{\delta\rho(\mathbf r)}\bigg|_{\rho_A}.
\label{eq:form}
\end{equation}
Scaling makes the local kinetic potential proportional to $(\rho_A+\rho_B)^{2/3}-\rho_A^{2/3}$.

For at most two electrons $T_s=T_W=\frac12\int|\nabla\sqrt\rho|^2$, with
\begin{equation}
\frac{\delta T_W}{\delta\rho}=\frac{\hat T\sqrt\rho}{\sqrt\rho}=-\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.
\label{eq:dvW}
\end{equation}
For $\rho_A=w\rho$, $\rho_B=(1-w)\rho$,
\begin{equation}
T_W[\rho]-T_W[\rho_A]-T_W[\rho_B]=-\frac18\int\rho\,\frac{|\nabla w|^2}{w(1-w)}\ \le0 .
\label{eq:Wneg}
\end{equation}
For $N_A=N_B=1$, exchange only and $\rho_A=\phi^2$,
\begin{align}
&\big(\hat T+v_A+v_H[\rho_A]+v_x[\rho_A]+v_{\rm emb}\big)\phi=\varepsilon\phi,\label{eq:model}\\
&v_{\rm emb}=v_B+v_H[\rho_B]+\big(-\tfrac12v_H[\rho]+v_H[\rho_A]\big)+\Big(\frac{\hat T\sqrt\rho}{\sqrt\rho}-\frac{\hat T\sqrt{\rho_A}}{\sqrt{\rho_A}}\Big).\nonumber
\end{align}

The lattice model of this case has 71 points from $-7$ to $7$ bohr, spacing $h=0.20$ bohr, and a kinetic matrix with $1/h^2$ on the diagonal and $-1/(2h^2)$ beside it. Interactions are softened to $1/\sqrt{x^2+1}$; unit charges sit at $x=-1$ ($A$) and $x=+1$ bohr ($B$). With the admissible $\rho_B=(0.5+0.3\tanh x)\rho_0$, \eqref{eq:model} returned the exact total density $\rho_0$.

\subsection{Variation over the orbitals of $A$}

The frozen-density energy is $E_{\rm FDE}=\inf_{\rho_A}E[\rho_A+\rho_B]$ over $N_A$-electron densities with finite $T_s[\rho_A]$. Write $E[\rho_A+\rho_B]=T_s[\rho_A]+R[\rho_A]$, where $R$ collects every other term of \eqref{eq:split}. Because $T[\{\phi_i\}]\ge T_s[\rho_A]$ with equality for the best orbitals of that density, minimizing over $\rho_A$ is the same as minimizing $T[\{\phi_i\}]+R[\sum_i|\phi_i|^2]$ over $N_A$ orthonormal spin orbitals. Assume that $T_s$ and $E_{xc}$ are differentiable at $\rho_A$ and at $\rho_A+\rho_B$ for number-conserving changes. The Lagrangian is
\begin{equation}
L=T[\{\phi_i\}]+R[\rho_A]-\sum_{ij}\lambda_{ji}\big(\langle\phi_i|\phi_j\rangle-\delta_{ij}\big),
\end{equation}
with $\lambda$ Hermitian because the constraint matrix is. Integration by parts gives $\delta T/\delta\phi_i^*=\hat T\phi_i$, the chain rule gives $\delta R/\delta\phi_i^*=(\delta R/\delta\rho_A)\,\phi_i$ because $\delta\rho_A=\phi_i\,\delta\phi_i^*$, and so
\begin{equation}
\Big(\hat T+\frac{\delta R}{\delta\rho_A}\Big)\phi_i=\sum_j\lambda_{ji}\phi_j .
\end{equation}
A unitary mixing of the occupied orbitals of each spin leaves $\rho_A$, $T$ and the operator on the left unchanged, so it can be chosen to diagonalize $\lambda$, with real eigenvalues $\varepsilon_i$.

The derivative of $R$ is taken term by term from \eqref{eq:split}. The part of $E_A$ other than $T_s[\rho_A]$ gives $v_A+v_H[\rho_A]+v_{xc}[\rho_A]$, with $v_{xc}=\delta E_{xc}/\delta\rho$. The terms $E_B[\rho_B]$ and $\int v_A\rho_B$ do not contain $\rho_A$ and give nothing. The term linear in $\rho_A$ gives $v_B+v_H[\rho_B]$. In each $X^{\rm nad}$ the piece $X[\rho_B]$ is constant, the piece $X[\rho_A+\rho_B]$ varies with $\delta\rho=\delta\rho_A$, and $X[\rho_A]$ enters with a minus sign, which reproduces \eqref{eq:form}. The Wesolowski-Warshel equation is
\begin{equation}
\big(-\tfrac12\nabla^2+v_A+v_H[\rho_A]+v_{xc}[\rho_A]+v_{\rm emb}\big)\phi_i=\varepsilon_i\phi_i,
\label{eq:KSCED}
\end{equation}
\begin{align}
v_{\rm emb}&=v_{es}+v_{xc}^{\rm nad}+v_t^{\rm nad},\label{eq:vemb}\\
v_{es}&=v_B+v_H[\rho_B],\nonumber\\
v_{xc}^{\rm nad}&=v_{xc}[\rho_A+\rho_B]-v_{xc}[\rho_A],\nonumber\\
v_t^{\rm nad}&=\frac{\delta T_s}{\delta\rho}\bigg|_{\rho_A+\rho_B}-\frac{\delta T_s}{\delta\rho}\bigg|_{\rho_A}.\nonumber
\end{align}
All variations conserve $N_A$, so $\int\delta\rho_A=0$ and the derivatives are fixed only up to a constant, which shifts every $\varepsilon_i$ equally. The electrostatic part is a fixed field. The other two depend on $\rho_A$ and change during self-consistency, so $v_{\rm emb}$ is not a property of the environment alone. The density $\rho_B$ enters on its own only through $v_H[\rho_B]$; neither $T_s[\rho_B]$, $E_{xc}[\rho_B]$ nor their derivatives appear, so nothing is assumed about the potential representability of $\rho_B$. For $\rho_B=0$ and $v_B=0$ all three parts vanish and \eqref{eq:KSCED} is the Kohn-Sham equation of $A$. For $N_A=N_B=1$ with exchange only, \eqref{eq:vemb} is \eqref{eq:model}.

\subsection{The derivative of $T_s$}

Suppose $\rho$ is the density of the nondegenerate ground-state determinant of $\hat T+v_s$; it is then called noninteracting pure-state $v$-representable, and $v_s[\rho]$ is unique up to a constant by the Hohenberg-Kohn theorem for noninteracting electrons. That determinant is the minimizer in \eqref{eq:Levy}: any other determinant with the same density has the same $\int v_s\rho$ and a total energy no lower, hence a kinetic energy no lower. Therefore $T_s[\rho]=\sum_i\epsilon_i-\int v_s\rho$. Change $v_s$ by $\delta v$. First-order perturbation theory gives $\delta\epsilon_i=\int|\phi_i|^2\delta v$, so
\begin{equation}
\delta T_s=\int\rho\,\delta v-\int\rho\,\delta v-\int v_s\,\delta\rho=-\int v_s\,\delta\rho,
\qquad \frac{\delta T_s}{\delta\rho}=c-v_s[\rho],
\label{eq:dTs}
\end{equation}
for those $\delta\rho$ that some $\delta v$ produces. For one orbital, $\hat T\psi+v_s\psi=\epsilon\psi$ gives $\hat T\psi/\psi=\epsilon-v_s$, in agreement with \eqref{eq:dvW} and fixing $c=\epsilon$ in that case. Beyond one orbital the program tests \eqref{eq:dTs} on the lattice with four electrons in the potential $2v_A+v_B$, perturbed by $\lambda e^{-(x-0.7)^2}$: the kinetic energy computed from the orbitals changes at the rate $dT_s/d\lambda=-0.2553200$ Ha, and $-\int v_s\,d\rho/d\lambda$ has the same value.

If both $\rho_A$ and $\rho_A+\rho_B$ are representable in this sense,
\begin{equation}
v_t^{\rm nad}=v_s[\rho_A]-v_s[\rho_A+\rho_B]+{\rm const}.
\label{eq:vtexact}
\end{equation}
Insert this in \eqref{eq:KSCED}. The terms $v_{xc}[\rho_A]$ cancel, the Hartree terms add, and with $v_{KS}[\rho]=v_A+v_B+v_H[\rho]+v_{xc}[\rho]$ the whole potential acting on $A$ is
\begin{equation}
v_{\rm eff}=v_s[\rho_A]+\big(v_{KS}[\rho]-v_s[\rho]\big)+{\rm const}.
\label{eq:veff}
\end{equation}
Self-consistency with the lowest $N_A$ spin orbitals occupied means that $\rho_A$ is the ground-state density of $v_{\rm eff}$, so $v_{\rm eff}=v_s[\rho_A]+{\rm const}$ by uniqueness, and the bracket in \eqref{eq:veff} is a constant. By \eqref{eq:dTs} the bracket is $\delta E/\delta\rho$ up to a constant. With exact functionals, a self-consistent solution of \eqref{eq:KSCED} with a finite potential thus satisfies $\delta E/\delta\rho=\mu$ at $\rho_A+\rho_B$, the Euler equation of the whole system.

For fragments whose densities do not overlap, take as $v_s[\rho]$ the potential $v_s[\rho_A]+c_A$ in the region of $A$ and $v_s[\rho_B]+c_B$ in the region of $B$, with constants chosen so that all occupied levels lie below all empty ones. Its ground state consists of the orbitals of both fragments, so $T_s^{\rm nad}=0$, and \eqref{eq:vtexact} is constant where $\rho_A$ lives. The same limit is approached by $v_{xc}^{\rm nad}$ for local and semilocal functionals, which see $\rho=\rho_A$ there, and $v_{es}$ alone remains.

\subsection{The local approximation}

Equation \eqref{eq:vtexact} needs $v_s[\rho_A+\rho_B]$, an inversion for the whole system, so to avoid it $T_s^{\rm nad}$ is replaced here by an explicit functional. The coefficient of the local form comes from the spin-compensated uniform gas. Filling plane waves up to $k_F$ with two electrons each,
\begin{equation}
\rho=2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2},\qquad
t=2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}=\frac{k_F^5}{10\pi^2}=\frac3{10}k_F^2\rho ,
\end{equation}
and $k_F^2=(3\pi^2\rho)^{2/3}$ gives the Thomas-Fermi functional $T_{TF}=C_F\int\rho^{5/3}$ with $C_F=\frac3{10}(3\pi^2)^{2/3}=2.871234$. Differentiating the integrand,
\begin{equation}
v_t^{\rm nad,TF}=\tfrac53C_F\big[(\rho_A+\rho_B)^{2/3}-\rho_A^{2/3}\big]\ \ge0 ,
\label{eq:TF}
\end{equation}
as scaling required. For $\rho_B\ll\rho_A$ the first-order expansion is $\frac{10}{9}C_F\,\rho_B\,\rho_A^{-1/3}$. For $\rho_A\ll\rho_B$ the limit is $\frac53C_F\rho_B^{2/3}=\frac12k_F^2$, the Fermi energy of a gas of density $\rho_B$: an added electron must go on top of the states already filled. The potential is finite where $\rho_B$ is finite, so it cannot cancel $-Z/r$ arbitrarily close to a nucleus of $B$, and the energy it belongs to is never negative, so it cannot describe \eqref{eq:Wneg}.

\section{The condition on the frozen density}

\subsection{Symbols and results carried over}

The total functional $E[\rho]$ of \eqref{eq:E} has its minimum $E_0$ at the unique density $\rho_0$. The density $\rho_B\ge0$ is frozen with $N_B$ electrons, $\rho_A$ carries $N_A=N-N_B$, $\rho=\rho_A+\rho_B$, and $E_{\rm FDE}=\inf_{\rho_A}E[\rho_A+\rho_B]$. The orbitals of $A$ obey \eqref{eq:KSCED} with $v_{\rm emb}=v_{es}+v_{xc}^{\rm nad}+v_t^{\rm nad}$. Always $T_s\ge T_W=\frac12\int|\nabla\sqrt\rho|^2$, with equality for at most two electrons, where $\delta T_s/\delta\rho=\hat T\sqrt\rho/\sqrt\rho$. For representable densities $v_t^{\rm nad}=v_s[\rho_A]-v_s[\rho]+{\rm const}$, and a self-consistent solution with a finite exact potential satisfies $g\equiv\delta E/\delta\rho=\mu$. The lattice model has $E_0=-1.853292$ Ha, $\mu=-0.607643$ Ha and $\max\rho_0=0.5966$ bohr$^{-1}$. The notation $(f)_+=\max(f,0)$ is used below.

\subsection{Upper bound and necessity}

Every trial $\rho_A$ is a sum of squared moduli, so every total density reached in the search satisfies $\rho\ge\rho_B$ and $\int\rho=N$. These densities are a subset of those over which $E_0$ is the minimum, hence
\begin{equation}
E_{\rm FDE}\ge E_0 .
\label{eq:bound}
\end{equation}
The inequality needs only that one functional of the total density be minimized, with $T_s$ exact; for an approximate $E_{xc}$ it holds with $E_0$ the Kohn-Sham minimum of that approximation. It needs no relation between $\rho_B$ and $\rho_0$: the embedding problem is defined for any frozen density with finite $T_W[\rho_B]$.

If a minimizer $\rho_A$ reaches $E_0$, uniqueness forces $\rho_A+\rho_B=\rho_0$, and $\rho_A\ge0$ gives
\begin{equation}
\rho_B(\mathbf r)\le\rho_0(\mathbf r)\quad\text{almost everywhere.}
\label{eq:cond}
\end{equation}
The same conclusion follows from the potential: a finite self-consistent solution satisfies the Euler equation of the whole system, and where that equation has no solution other than $\rho_0$, as in the lattice model below, such a solution exists only if $\rho_0-\rho_B$ is a density.

The violation of \eqref{eq:cond} has a price that can be bounded without any functional. Both $\rho$ and $\rho_0$ integrate to $N$, so the positive and negative parts of $\rho-\rho_0$ have equal integrals and $\int|\rho-\rho_0|=2\int(\rho-\rho_0)_+$. Pointwise $\rho-\rho_0\ge\rho_B-\rho_0$, and $(\cdot)_+$ is nondecreasing, so
\begin{equation}
\int|\rho_A+\rho_B-\rho_0|\ \ge\ 2Q,\qquad Q=\int(\rho_B-\rho_0)_+ .
\label{eq:Q}
\end{equation}
The charge $Q$ is stuck where it does not belong, and the same charge is missing elsewhere. Equality requires $\rho_A=0$ wherever $\rho_B>\rho_0$ and $\rho\le\rho_0$ everywhere else. For $Q=0$ the bound is empty, as it must be when $\rho_A=\rho_0-\rho_B$ is allowed. Inequality \eqref{eq:Q} also covers the case of an infimum that is not attained. Assume, as a property of the ground state, that any sequence of densities with energies tending to $E_0$ has $\int|\rho-\rho_0|\to0$. For $Q>0$ no sequence in the embedded search can do that, so $E_{\rm FDE}>E_0$ strictly. On a finite lattice the assumption holds, since the normalized non-negative densities form a closed bounded set and $E$ is continuous with a unique minimum.

\subsection{Simple case again: a frozen density that is too high}

In the lattice model $E$ is strictly convex in $\rho$. The kinetic part is linear in the $\rho_j$ apart from terms $-\sqrt{\rho_j\rho_{j+1}}$, and $\sqrt{ab}$ is concave: it equals $\min_{t>0}\frac12(ta+b/t)$, a minimum of linear functions. The Hartree part is a quadratic form whose kernel is a positive mixture of Gaussians, $(x^2+1)^{-1/2}=\pi^{-1/2}\int_0^\infty t^{-1/2}e^{-t}e^{-tx^2}dt$; each Gaussian has a positive Fourier transform, so the form is positive definite. The allowed set $\rho\ge\rho_B$, $\int\rho=2$ is convex. The constrained minimum is therefore unique, and so is the solution of $g={\rm const}$.

The conditions at the minimum come from moving a small amount of density $\delta>0$ from site $i$ to site $j$, which changes $E$ by $h(g_j-g_i)\delta$ and is allowed only if $\rho_{A,i}>0$. If both sites have $\rho_A>0$ the move is allowed in both directions and $g_i=g_j\equiv m$. If $\rho_{A,j}=0$ only the move into $j$ is allowed, and it must not lower $E$. These are the Karush-Kuhn-Tucker conditions
\begin{equation}
g=m\ \text{ where }\rho_A>0,\qquad g\ge m\ \text{ where }\rho_A=0 .
\label{eq:KKT}
\end{equation}
When $Q>0$ the second set cannot be empty. Otherwise $g=m$ everywhere, so $\rho=\rho_0$, which contradicts $\rho\ge\rho_B>\rho_0$ at some site.

The exact potential then has a wall. At a site $j$ on the edge of the empty set, $\phi_j=0$ and a neighbour is positive, so $(\hat T\phi)_j=-(\phi_{j+1}+\phi_{j-1})/(2h^2)<0$. The ratio $\hat T\phi/\phi$ tends to $-\infty$ as $\phi_j\to0^+$, and since it enters $v_t^{\rm nad}$ with a minus sign, $v_t^{\rm nad}\to+\infty$. The energy $E_{\rm FDE}$ is finite and well defined, but \eqref{eq:KSCED} with a finite potential has no solution.

For a test, $\rho_B$ is a normalized Gaussian of width $\sigma=0.4$ bohr at $x=1$ bohr. Its peak, $0.9974$ bohr$^{-1}$, exceeds the largest value of $\rho_0$, so \eqref{eq:cond} fails. The energy $E[\phi^2+\rho_B]$ is minimized directly over $\phi$, with no embedding potential; the same routine applied to the admissible $\rho_B$ is tested to return $\rho_0$ and $\mu$. The results are $Q=0.33523$ electrons and
\begin{equation}
E_{\rm FDE}-E_0=-1.694771-(-1.853292)=0.15852\ \text{Ha}>0 .
\end{equation}
The density error is $0.89355$ electrons against the bound $2Q=0.67045$; it exceeds the bound by a factor $0.89355/0.67045=1.33$, so the conditions for equality in \eqref{eq:Q} are not met. The density $\rho_A$ vanishes on the three sites from $x=0.8$ to $1.2$ bohr, where $g-m$ lies between $0.20$ and $1.62$ Ha, and $g=m$ on all other sites to the tested tolerance of $10^{-6}$ Ha. The multiplier is $m=-0.7815$ Ha, not $\mu=-0.6076$ Ha: in this example the orbital energy of the whole system is not recovered either.

The general embedding equation and its local kinetic approximation are now in hand, and reaching the exact ground state has been shown to require a frozen density that nowhere exceeds $\rho_0$. It remains to see whether this condition is sufficient, what a finite embedding potential demands in addition, and how the method behaves in a molecule.
